# How long a trajectory fixes an electrode potential to 20 meV: a program that tests the result

```python
"""
Result under test: the time average of a fluctuating electrode potential has
standard error eps after a trajectory of length
    T = 2 sigma^2 tau / eps^2      (T much longer than all correlation times)
sigma : standard deviation of the instantaneous potential (as energy, meV)
tau   : integral from 0 to infinity of the normalized autocorrelation (ps)
eps   : wanted standard error of the mean (meV)
The autocorrelation is a sum of exponentials with weights w and times t_c.
The charge of the cell is fixed; the potential fluctuates.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.signal import lfilter
from scipy.stats import norm

# ---------------- chosen inputs (round, rough values) ----------------
sigma = 500.0                     # meV
eps = 20.0                        # meV
w = np.array([0.9, 0.1])          # shares of the variance
t_c = np.array([0.2, 3.0])        # ps
md_step = 0.5                     # fs
short_run = 20.0                  # ps


def variance_of_mean(T, weights=w, times=t_c):
    """Variance (meV^2) of the average over a continuous record of length T."""
    x = times / T
    return 2 * sigma**2 / T * np.sum(
        weights * times * (1 - x * (1 - np.exp(-1 / x))))


def correlation(t):
    return sum(wi * np.exp(-np.abs(t) / ti) for wi, ti in zip(w, t_c))


def covariance_sum(n, dt):
    """Variance of the mean of n equally spaced values, pair by pair."""
    t = np.arange(n) * dt
    return sigma**2 * correlation(t[:, None] - t[None, :]).mean()


tau = np.sum(w * t_c)
T_simple = 2 * sigma**2 * tau / eps**2
T_full = brentq(lambda T: variance_of_mean(T) - eps**2, 10.0, 1e5)
shift = np.sum(w * t_c**2) / tau

# Test: finite-time formula against the double sum, on a short record
T_test = 5.0
v_sum = covariance_sum(2000, T_test / 2000)
v_formula = variance_of_mean(T_test)
assert abs(v_sum / v_formula - 1) < 1e-4
# Test: first correction to the required length against the root
assert abs((T_simple - shift) - T_full) < 0.05

# Test: integrated time for sparsely saved frames against the double sum
save = 0.5                        # ps
tau_save = np.sum(w * save / 2 / np.tanh(save / (2 * t_c)))
n_frames = 2400
v_frames = covariance_sum(n_frames, save)
v_frames_formula = 2 * sigma**2 * tau_save / (n_frames * save)
# the long-record formula omits a term of relative size shift/T, about 0.2 %
assert abs(v_frames / v_frames_formula - 1) < 0.005
T_save = 2 * sigma**2 * tau_save / eps**2

# Test: simulated signals, Gaussian fast part plus two-state slow part
rng = np.random.default_rng(12)
T_sim, dt, n_blocks = 600.0, 0.05, 20
steps = int(round(T_sim / dt))
means, block_sq = [], []
decay = np.exp(-dt / t_c[0])
kick = np.sqrt(1 - decay**2)
p_flip = (1 - np.exp(-dt / t_c[1])) / 2
for _ in range(8):
    noise = rng.standard_normal((250, steps))
    noise[:, 0] /= kick           # start in the stationary distribution
    signal = sigma * np.sqrt(w[0]) * lfilter([kick], [1, -decay], noise)
    flips = np.where(rng.random((250, steps)) < p_flip, -1.0, 1.0)
    flips[:, 0] = rng.choice([-1.0, 1.0], 250)
    signal += sigma * np.sqrt(w[1]) * np.cumprod(flips, axis=1)
    blocks = signal.reshape(250, n_blocks, -1).mean(axis=2)
    means.append(blocks.mean(axis=1))
    block_sq.append(blocks.var(axis=1, ddof=1) / n_blocks)
means = np.concatenate(means)
block_sq = np.concatenate(block_sq)
se_sim = np.sqrt(np.mean(means**2))       # the true mean is zero
se_pred = np.sqrt(variance_of_mean(T_sim))
# 2000 signals fix a standard deviation to 1.6 %; four times that is allowed
assert abs(se_sim / se_pred - 1) < 0.065
block_len = T_sim / n_blocks
se_block_pred = np.sqrt((variance_of_mean(block_len)
                         - variance_of_mean(T_sim)) / (n_blocks - 1))
se_block_sim = np.sqrt(block_sq.mean())
assert abs(se_block_sim / se_block_pred - 1) < 0.03
spread_pred = np.sqrt(2 / (n_blocks - 1))
spread_sim = block_sq.std() / block_sq.mean()
# block means of the two-state part are not fully Gaussian: some 6 % effect,
# to which the sampling error of the spread is added
assert abs(spread_sim / spread_pred - 1) < 0.15

# Test: charge response against fluctuation, anharmonic coordinate, kT = 1
x = np.linspace(-7, 7, 8001)
phi = x + 0.3 * x**2
c_inf = 0.5


def potential_moments(q):
    energy = x**4 / 4 - x**2 + 0.3 * x + q * phi
    p = np.exp(-(energy - energy.min()))
    p /= simpson(p, x=x)
    mean = simpson(p * phi, x=x)
    return mean + q / c_inf, simpson(p * (phi - mean)**2, x=x)


h = 1e-3
slope = (potential_moments(0.4 + h)[0] - potential_moments(0.4 - h)[0]) / (2*h)
slope_fluct = 1 / c_inf - potential_moments(0.4)[1]
assert abs(slope - slope_fluct) < 1e-4

# Size of sigma for a uniform polar film at fixed charge
temp, thick, area = 300.0, 1.5, 1.5       # K, nm, nm^2
e_inf, e_static, e_low = 1.8, 78.0, 10.0


def film_sigma(e_s):
    var = (const.k * temp * thick * 1e-9 * (1 / e_inf - 1 / e_s)
           / (const.epsilon_0 * area * 1e-18))
    return 1e3 * np.sqrt(var)             # mV, equal to meV per electron


# Start-up bias of a slow mode
offset = 300.0                            # meV
n_rep = 20
T_rep = T_sim / n_rep
discard = 5 * t_c[1]


def start_bias(T):
    return offset * t_c[1] / T * (1 - np.exp(-T / t_c[1]))


# Test: same bias from a two-state master equation
rate = 1 / (2 * t_c[1])
K = rate * np.array([[-1.0, 1.0], [1.0, -1.0]])
times = np.linspace(0, T_rep, 601)
pops = np.array([expm(K * t) @ np.array([1.0, 0.0]) for t in times])
bias_master = offset * simpson(pops[:, 0] - pops[:, 1], x=times) / T_rep
assert abs(bias_master / start_bias(T_rep) - 1) < 1e-5

# Hidden slow mode, its share taken from the fast part
w_hid = np.array([0.88, 0.10, 0.02])
t_hid = np.array([0.2, 3.0, 50.0])
tau_hid = np.sum(w_hid * t_hid)
T_hid = brentq(lambda T: variance_of_mean(T, w_hid, t_hid) - eps**2, 100, 1e5)
se_hid = np.sqrt(variance_of_mean(T_sim, w_hid, t_hid))

z95 = norm.ppf(0.975)
pilot, pilot_blocks = 100.0, 5


def show(label, value, fmt, unit=""):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("standard deviation sigma", sigma, ".0f", "meV")
show("variance", sigma**2, ".0f", "meV^2")
show("target standard error", eps, ".0f", "meV")
show("fast share of variance", w[0], ".2f")
show("fast time", t_c[0], ".1f", "ps")
show("slow share of variance", w[1], ".2f")
show("slow time", t_c[1], ".1f", "ps")
show("fast part of tau", w[0] * t_c[0], ".2f", "ps")
show("slow part of tau", w[1] * t_c[1], ".2f", "ps")
show("integrated time tau", tau, ".2f", "ps")
show("independent samples needed", (sigma / eps)**2, ".0f")
show("REQUIRED LENGTH, simple formula", T_simple, ".1f", "ps")
show("same in ns", T_simple / 1000, ".2f", "ns")
show("finite-length shift", shift, ".2f", "ps")
show("required length, full formula", T_full, ".1f", "ps")
show("MD time step", md_step, ".1f", "fs")
show("MD steps needed", T_simple * 1000 / md_step, ".2e")
show("short run", short_run, ".0f", "ps")
show("error of short run", np.sqrt(variance_of_mean(short_run)), ".0f", "meV")
show("95% factor", z95, ".2f")
show("length for 95% half-width at target", T_simple * z95**2, ".0f", "ps")
show("5 ps test, variance by double sum", v_sum, ".1f", "meV^2")
show("5 ps test, variance by formula", v_formula, ".1f", "meV^2")
show("simulated signals", len(means), "d")
show("simulated run length", T_sim, ".0f", "ps")
show("standard error, simulated", se_sim, ".2f", "meV")
show("standard error, predicted", se_pred, ".2f", "meV")
show("blocks per run", n_blocks, "d")
show("block length", block_len, ".0f", "ps")
show("block standard error, simulated", se_block_sim, ".2f", "meV")
show("block standard error, predicted", se_block_pred, ".2f", "meV")
show("relative spread of squared block error, simulated", spread_sim, ".3f")
show("relative spread, Gaussian formula", spread_pred, ".3f")
show("response test, slope (kT=1 units)", slope, ".5f")
show("response test, from fluctuation (kT=1 units)", slope_fluct, ".5f")
print(f"film: {temp:.0f} K, thickness {thick} nm, area {area} nm^2")
print(f"permittivities: electronic {e_inf}, static {e_static}, low {e_low}")
show("film estimate of sigma", film_sigma(e_static), ".0f", "meV")
show("film sigma, low permittivity", film_sigma(e_low), ".0f", "meV")
show("saving interval", save, ".1f", "ps")
show("effective tau with sparse saving", tau_save, ".3f", "ps")
show("required length with sparse saving", T_save, ".0f", "ps")
show("start offset in slow mode", offset, ".0f", "meV")
show("bias, one 600 ps run", start_bias(T_sim), ".2f", "meV")
print(f"replicas: {n_rep} of {T_rep:.0f} ps each")
show("bias, replicas with same start", start_bias(T_rep), ".1f", "meV")
show("discarded time per replica", discard, ".0f", "ps")
show("replica bias after discard",
     start_bias(T_rep) * np.exp(-discard / t_c[1]), ".2f", "meV")
show("total discarded time", discard * n_rep, ".0f", "ps")
print(f"pilot: {pilot:.0f} ps in {pilot_blocks} blocks")
show("relative uncertainty of length from pilot",
     np.sqrt(2 / (pilot_blocks - 1)), ".2f")
print(f"hidden mode: share {w_hid[2]:.2f}, time {t_hid[2]:.0f} ps")
show("tau with hidden mode", tau_hid, ".3f", "ps")
show("required length with hidden mode", T_hid, ".0f", "ps")
show("true error of 600 ps run with hidden mode", se_hid, ".1f", "meV")
print("tests ok")
```

Running it gives:

```
standard deviation sigma: 500 meV
variance: 250000 meV^2
target standard error: 20 meV
fast share of variance: 0.90
fast time: 0.2 ps
slow share of variance: 0.10
slow time: 3.0 ps
fast part of tau: 0.18 ps
slow part of tau: 0.30 ps
integrated time tau: 0.48 ps
independent samples needed: 625
REQUIRED LENGTH, simple formula: 600.0 ps
same in ns: 0.60 ns
finite-length shift: 1.95 ps
required length, full formula: 598.0 ps
MD time step: 0.5 fs
MD steps needed: 1.20e+06
short run: 20 ps
error of short run: 104 meV
95% factor: 1.96
length for 95% half-width at target: 2305 ps
5 ps test, variance by double sum: 32680.0 meV^2
5 ps test, variance by formula: 32679.8 meV^2
simulated signals: 2000
simulated run length: 600 ps
standard error, simulated: 19.66 meV
standard error, predicted: 19.97 meV
blocks per run: 20
block length: 30 ps
block standard error, simulated: 19.31 meV
block standard error, predicted: 19.31 meV
relative spread of squared block error, simulated: 0.317
relative spread, Gaussian formula: 0.324
response test, slope (kT=1 units): 1.30538
response test, from fluctuation (kT=1 units): 1.30538
film: 300 K, thickness 1.5 nm, area 1.5 nm^2
permittivities: electronic 1.8, static 78.0, low 10.0
film estimate of sigma: 504 meV
film sigma, low permittivity: 462 meV
saving interval: 0.5 ps
effective tau with sparse saving: 0.566 ps
required length with sparse saving: 707 ps
start offset in slow mode: 300 meV
bias, one 600 ps run: 1.50 meV
replicas: 20 of 30 ps each
bias, replicas with same start: 30.0 meV
discarded time per replica: 15 ps
replica bias after discard: 0.20 meV
total discarded time: 300 ps
pilot: 100 ps in 5 blocks
relative uncertainty of length from pilot: 0.71
hidden mode: share 0.02, time 50 ps
tau with hidden mode: 1.476 ps
required length with hidden mode: 1810 ps
true error of 600 ps run with hidden mode: 34.0 meV
tests ok
```
